**Wire delay and permittivity: wave and diffusive regimes**

For a uniform wire with an ideal step source and an open far end, the program tests how the half-voltage delay depends on the relative permittivity k. R, C and L are the total resistance, capacitance and inductance, Z0 = sqrt(L/C), and a = R/(2 Z0). It asserts that the delay equals the flight time at a = 1.3 but exceeds it at a = 1.5, on either side of the threshold ln 4, and that the first jump is 2 exp(-a) of the step. It also asserts that time stepping and a standing-wave sum agree for both example wires, and that an RC ladder reproduces the diffusive delay of 0.379 RC. Going from k = 4 to k = 2.5 lowers the narrow wire's delay from 30.6 to 19.1 ps, linearly in k, and the wide wire's from 66.7 to 52.7 ps, as sqrt(k). A numerical optimization of repeaters confirms a mean delay per length proportional to sqrt(k), yet about 27 times that of light in the dielectric at k = 2.5. Further output sizes the effects of barrier layers, switching neighbours, return resistance, heating, inductance and skin depth.

## Verification by program

```python
# RESULT UNDER TEST
# A uniform wire (total resistance R, capacitance C, inductance L) is driven by
# an ideal voltage step and is open at its far end. Delay = first time at which
# the far end reaches half of the step. With Z0 = sqrt(L/C), a = R/(2 Z0):
#   a < ln 4 : delay = sqrt(L C) = length*sqrt(k)/c        (wave)
#   a >> 1   : delay = (4/pi^2) ln(8/pi) R C, linear in k  (diffusion)
# k = relative permittivity; G = capacitance per length / (k eps0).
# Lengths in the cross-section solver are in nm; all else is SI until printed.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk

eps0, mu0, light = const.epsilon_0, const.mu_0, const.c


def uniform(x, y):
    return np.ones_like(x)


def section_charge(step, size_x, size_y, potential, permittivity=uniform):
    """Charge/eps0 on conductors at potential 1; one quadrant is solved.
    Quadrant edges without a fixed potential carry no normal flux."""
    nx, ny = round(size_x / step), round(size_y / step)
    x, y = np.meshgrid(np.arange(nx + 1) * step,
                       np.arange(ny + 1) * step, indexing="ij")
    xc, yc = np.meshgrid((np.arange(nx) + 0.5) * step,
                         (np.arange(ny) + 0.5) * step, indexing="ij")
    eps = np.pad(permittivity(xc, yc), 1)
    wx = (eps[1:-1, :-1] + eps[1:-1, 1:]) / 2
    wy = (eps[:-1, 1:-1] + eps[1:, 1:-1]) / 2
    ids = np.arange(x.size).reshape(x.shape)
    start = np.concatenate([ids[:-1].ravel(), ids[:, :-1].ravel()])
    end = np.concatenate([ids[1:].ravel(), ids[:, 1:].ravel()])
    weight = np.concatenate([wx.ravel(), wy.ravel()])
    link = coo_matrix((weight, (start, end)), shape=(x.size, x.size)).tocsr()
    link = link + link.T
    lap = (diags(np.asarray(link.sum(axis=1)).ravel()) - link).tocsr()
    v = potential(x, y).ravel()
    free = np.flatnonzero(np.isnan(v))
    fixed = np.flatnonzero(~np.isnan(v))
    signal = np.flatnonzero(v == 1.0)
    rows = lap[free]
    v[free] = spsolve(rows[:, free].tocsc(), -(rows[:, fixed] @ v[fixed]))
    return 4 * (lap @ v)[signal].sum()


def wire_array(neighbour):
    """Signal wire 50 x 100 nm, pitch 100 nm, planes 100 nm above and below."""
    def potential(x, y):
        v = np.full(x.shape, np.nan)
        v[y >= 150] = 0.0
        v[(np.abs(x - 200) <= 25) & (y <= 50)] = 0.0
        v[(np.abs(x - 100) <= 25) & (y <= 50)] = neighbour
        v[(x <= 25) & (y <= 50)] = 1.0
        return v
    return potential


# --- solver against the analytic thin strip between two planes ---
def strip(x, y):
    v = np.full(x.shape, np.nan)
    v[y >= 100] = 0.0
    v[(x <= 50) & (y == 0)] = 1.0
    return v


coarse, fine = (section_charge(h, 400, 100, strip) for h in (5.0, 2.5))
strip_numeric = 2 * fine - coarse      # edge singularity: first-order error
modulus = np.tanh(np.pi * 100 / (2 * 200))
strip_exact = 4 * ellipk(modulus**2) / ellipk(1 - modulus**2)
assert abs(strip_numeric / strip_exact - 1) < 0.01


# --- inductance from a separate magnetic solution, wire in a grounded box ---
def box_electric(x, y):
    v = np.full(x.shape, np.nan)
    v[(x >= 75) | (y >= 150)] = 0.0
    v[(x <= 25) & (y <= 50)] = 1.0
    return v


def box_magnetic(x, y):
    # magnetic scalar potential: constant on symmetry lines, no flux into metal
    v = np.full(x.shape, np.nan)
    v[(x < 25) & (y < 50)] = 0.0
    v[(y == 0) & (x >= 25)] = 0.0
    v[(x == 0) & (y >= 50)] = 1.0
    return v


def outside_metal(x, y):
    return np.where((x < 25) & (y < 50), 0.0, 1.0)


cap_factor = section_charge(1.25, 75, 150, box_electric)
ind_factor = section_charge(1.25, 75, 150, box_magnetic, outside_metal) / 16
lc_product = cap_factor * ind_factor   # L'C'/(mu0 eps0), expected 1
assert abs(lc_product - 1) < 0.02      # corner errors of both solutions add

# --- shape factor of the example; corner error falls as step^(4/3) ---
g5, g2, g1 = (section_charge(h, 200, 150, wire_array(0.0))
              for h in (5.0, 2.5, 1.25))
gain = 2 ** (4 / 3) - 1
G = g1 - (g2 - g1) / gain
assert abs((g2 - (g5 - g2) / gain) / G - 1) < 0.005
opposite = section_charge(2.5, 200, 150, wire_array(-1.0)) / g2


def effective_k(k):
    def layered(x, y):
        return np.where((y > 50) & (y < 60), 5.0, k)
    return section_charge(2.5, 200, 150, wire_array(0.0), layered) / g2


keff_high, keff_low = effective_k(4.0), effective_k(2.5)


# --- full line equation, time in units of the flight time sqrt(LC) ---
def stepped_delay(a, cells=400):
    """Time stepping of Kirchhoff's laws: delay and height of first jump."""
    v, i = np.zeros(cells + 1), np.zeros(cells)
    v[0] = 1.0
    loss, jump, n = a / cells, None, 0
    while True:
        before = v[-1]
        i = ((1 - loss) * i - np.diff(v)) / (1 + loss)
        v[1:-1] -= np.diff(i)
        v[-1] += 2 * i[-1]
        n += 1
        if n == cells:
            jump = v[-1]
        if v[-1] >= 0.5:
            return (n - 1 + (0.5 - before) / (v[-1] - before)) / cells, jump


def modal_delay(a, modes=4000):
    """Same delay from the sum over standing waves of the line."""
    n = np.arange(modes)
    q = (n + 0.5) * np.pi
    iw = 1j * np.sqrt(q**2 - a**2 + 0j)
    amp = 2 * (-1.0) ** n / q

    def excess(t):
        g = ((1 + a / iw) * np.exp((iw - a) * t)
             + (1 - a / iw) * np.exp((-iw - a) * t)) / 2
        return 0.5 - np.sum(amp * g.real)
    return brentq(excess, 0.5, max(2.0, 1.5 * a))


def line(k, r, length, l_factor=1.0):
    """Returns a, flight time, total R, total C, Z0."""
    c_len, l_len = k * eps0 * G, l_factor * mu0 / G
    z0 = np.sqrt(l_len / c_len)
    return (r * length / (2 * z0), length * np.sqrt(l_len * c_len),
            r * length, c_len * length, z0)


def delay(k, r, length, l_factor=1.0):
    a, flight = line(k, r, length, l_factor)[:2]
    return modal_delay(a) * flight


# --- threshold a = ln 4 and height of the first jump ---
below, jump_below = stepped_delay(1.3, 2000)
above, jump_above = stepped_delay(1.5, 2000)
assert abs(jump_below / (2 * np.exp(-1.3)) - 1) < 0.01
assert abs(jump_above / (2 * np.exp(-1.5)) - 1) < 0.01
assert abs(below - 1) < 0.005 and above > 1.05
assert abs(modal_delay(1.5) / above - 1) < 0.01

# --- the two example wires ---
k_high, k_low = 4.0, 2.5
rho_narrow, rho_wide = 4.0e-8, 1.7e-8
width, height, scale = 50e-9, 100e-9, 100
len_narrow, len_wide = 200e-6, 10e-3
r_narrow = rho_narrow / (width * height)
r_wide = rho_wide / (width * height * scale**2)
narrow = {k: delay(k, r_narrow, len_narrow) for k in (k_high, k_low)}
wide = {k: delay(k, r_wide, len_wide) for k in (k_high, k_low)}
for k in (k_high, k_low):
    for r, length, result in ((r_narrow, len_narrow, narrow[k]),
                              (r_wide, len_wide, wide[k])):
        a, flight = line(k, r, length)[:2]
        assert abs(stepped_delay(a)[0] * flight / result - 1) < 0.01
    assert abs(wide[k] / (len_wide * np.sqrt(k) / light) - 1) < 0.01
log_k = np.log(k_high / k_low)
exp_narrow = np.log(narrow[k_high] / narrow[k_low]) / log_k
exp_wide = np.log(wide[k_high] / wide[k_low]) / log_k
assert abs(exp_narrow - 1) < 0.02 and abs(exp_wide - 0.5) < 0.02
double = delay(k_low, r_narrow, 2 * len_narrow)
assert abs(double / narrow[k_low] - 4) < 0.05


# --- RC ladder with driver resistance and load capacitance ---
def ladder(R, C, driver, load, output=0.0, cells=200):
    cap = np.full(cells + 1, C / cells)
    cap[0] = C / (2 * cells) + output
    cap[-1] = C / (2 * cells) + load
    g = cells / R
    main = np.full(cells + 1, 2 * g)
    main[0], main[-1] = g + 1 / driver, g
    side = np.full(cells, -g)
    return cap, np.diag(main) + np.diag(side, 1) + np.diag(side, -1)


def mean_delay(*args, **kw):
    cap, cond = ladder(*args, **kw)
    return np.linalg.solve(cond, cap)[-1]


def ladder_delay(*args):
    cap, cond = ladder(*args)
    s = np.sqrt(cap)
    rate, modes = np.linalg.eigh(cond / np.outer(s, s))
    amp = modes[-1] / s[-1] * (modes.T @ s)
    return brentq(lambda t: 0.5 - np.sum(amp * np.exp(-rate * t)),
                  0.0, 5 * mean_delay(*args), xtol=1e-20)


coefficient = 4 / np.pi**2 * np.log(8 / np.pi)
a_n, flight_n, R_n, C_n, z_n = line(k_low, r_narrow, len_narrow)
a_w, flight_w, R_w, C_w, z_w = line(k_low, r_wide, len_wide)
ladder_coefficient = ladder_delay(R_n, C_n, 1e-6 * R_n, 0.0) / (R_n * C_n)
assert abs(ladder_coefficient / coefficient - 1) < 0.002
assert abs(narrow[k_low] / (coefficient * R_n * C_n) - 1) < 0.01
driver, load = 200.0, 2e-15
driven = {k: ladder_delay(R_n, line(k, r_narrow, len_narrow)[3], driver, load)
          for k in (k_high, k_low)}
stage_formula = driver * (load + C_n + load) + R_n * (C_n / 2 + load)
stage_numeric = mean_delay(R_n, C_n, driver, load, output=load)
assert abs(stage_numeric / stage_formula - 1) < 1e-6

# --- repeaters: numerical optimum of size and spacing ---
unit_R, unit_C = 1.0e4, 1.0e-16


def best_repeaters(k):
    c_len = k * eps0 * G

    def cost(logs):
        size, span = np.exp(logs)
        t = mean_delay(r_narrow * span, c_len * span, unit_R / size,
                       size * unit_C, output=size * unit_C, cells=30)
        return t / span * 1e9          # ps/mm
    fit = minimize(cost, [np.log(30.0), np.log(80e-6)], method="Nelder-Mead",
                   options={"xatol": 1e-5, "fatol": 1e-8})
    formula = 4 * np.sqrt(unit_R * unit_C * r_narrow * c_len) * 1e9
    assert abs(fit.fun / formula - 1) < 1e-4
    return fit.fun, np.exp(fit.x[0]), np.exp(fit.x[1])


rep_high, rep_low = best_repeaters(k_high), best_repeaters(k_low)
exp_rep = np.log(rep_high[0] / rep_low[0]) / log_k
assert abs(exp_rep - 0.5) < 0.01
light_per_mm = np.sqrt(k_low) / light * 1e9
assert rep_low[0] > 5 * light_per_mm

# --- neglected effects ---
far_return = delay(k_low, r_narrow, len_narrow, l_factor=10.0)
assert abs(far_return / narrow[k_low] - 1) < 0.05
return_R = delay(k_low, 1.5 * r_narrow, len_narrow)
hot = delay(k_low, r_narrow * (1 + 0.003 * 80), len_narrow)
omega = 2 * np.pi * 10e9
skin_n = np.sqrt(2 * rho_narrow / (omega * mu0))
skin_w = np.sqrt(2 * rho_wide / (omega * mu0))
r_skin = rho_wide / (2 * (width + height) * scale * skin_w)
a_skin = r_skin * len_wide / (2 * z_w)
assert skin_n > 5 * height and a_skin < np.log(4)
len_threshold = 2 * np.log(4) * z_n / r_narrow
flight_threshold = len_threshold * np.sqrt(k_low) / light

ps, um = 1e12, 1e6
print(f"Strip test G: numeric {strip_numeric:.3f}, exact {strip_exact:.3f}")
print(f"Box test L'C'/(mu0 eps0): {lc_product:.4f}")
print(f"Shape factor G of wire array: {G:.3f}")
print(f"Diffusive coefficient: formula {coefficient:.4f}, "
      f"ladder {ladder_coefficient:.4f}")
print(f"Threshold a = ln 4: {np.log(4):.3f}; R/Z0: {2*np.log(4):.3f}")
print(f"a=1.3: jump {jump_below:.3f}, delay/flight {below:.3f}")
print(f"a=1.5: jump {jump_above:.3f}, delay/flight {above:.3f}")
print("NARROW WIRE 50 nm x 100 nm")
print(f"Resistivity: {rho_narrow*1e8:.1f} uOhm cm; "
      f"length {len_narrow*um:.0f} um")
print(f"Resistance per length: {r_narrow*1e-6:.2f} Ohm/um; R {R_n:.0f} Ohm")
for k in (k_high, k_low):
    a, flight, R, C, z0 = line(k, r_narrow, len_narrow)
    print(f"k={k}: c' {C/len_narrow*1e9:.4f} fF/um, C {C*1e15:.2f} fF, "
          f"Z0 {z0:.2f} Ohm")
    print(f"k={k}: RC {R*C*ps:.2f} ps, a {a:.2f}, jump {2*np.exp(-a):.1e}")
    print(f"k={k}: delay {narrow[k]*ps:.2f} ps, flight {flight*ps:.3f} ps, "
          f"ratio {narrow[k]/flight:.1f}")
print(f"Delay ratio low/high k: {narrow[k_low]/narrow[k_high]:.4f}")
print(f"Exponent of k, narrow: {exp_narrow:.4f}")
print(f"k=2.5, doubled length: {double*ps:.2f} ps, "
      f"ratio {double/narrow[k_low]:.3f}")
print(f"k=2.5 threshold length: {len_threshold*um:.2f} um, "
      f"flight {flight_threshold*ps:.4f} ps")
print("WIDE WIRE 5 um x 10 um")
print(f"Resistivity: {rho_wide*1e8:.1f} uOhm cm; length {len_wide*1e3:.0f} mm")
print(f"R {R_w:.2f} Ohm; k=2.5: Z0 {z_w:.2f} Ohm, a {a_w:.4f}")
print(f"k=2.5: 0.379 RC would be {coefficient*R_w*C_w*ps:.2f} ps")
for k in (k_high, k_low):
    print(f"k={k}: delay {wide[k]*ps:.2f} ps, "
          f"flight {line(k, r_wide, len_wide)[1]*ps:.2f} ps")
print(f"Delay ratio low/high k: {wide[k_low]/wide[k_high]:.4f}")
print(f"Exponent of k, wide: {exp_wide:.4f}")
print(f"NARROW WIRE, driver {driver:.0f} Ohm, load {load*1e15:.0f} fF")
print(f"Delay k=4: {driven[k_high]*ps:.2f} ps; k=2.5: "
      f"{driven[k_low]*ps:.2f} ps; ratio {driven[k_low]/driven[k_high]:.4f}")
print(f"REPEATERS, unit {unit_R*1e-3:.0f} kOhm, {unit_C*1e15:.1f} fF")
for k, rep in ((k_high, rep_high), (k_low, rep_low)):
    print(f"k={k}: mean delay {rep[0]:.1f} ps/mm, size {rep[1]:.1f}, "
          f"spacing {rep[2]*um:.1f} um")
print(f"Exponent of k, repeated: {exp_rep:.4f}")
print(f"k=2.5 light in dielectric: {light_per_mm:.2f} ps/mm")
print("NEGLECTED EFFECTS, narrow wire, k=2.5 unless stated")
print(f"Inductance x10: delay {far_return*ps:.2f} ps")
print(f"Return adds half of R: delay {return_R*ps:.2f} ps")
print(f"80 K hotter at 0.003 per K: delay {hot*ps:.2f} ps")
print(f"Neighbours switch oppositely: C times {opposite:.3f}")
print(f"10 nm layers of k=5: k_eff {keff_high:.3f} (k=4), "
      f"{keff_low:.3f} (k=2.5), ratio {keff_low/keff_high:.4f}")
print(f"Skin depth at 10 GHz: narrow {skin_n*um:.2f} um, "
      f"wide {skin_w*um:.2f} um")
print(f"Wide wire a with skin effect at 10 GHz: {a_skin:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Strip test G: numeric 3.751, exact 3.751
Box test L'C'/(mu0 eps0): 1.0021
Shape factor G of wire array: 7.123
Diffusive coefficient: formula 0.3788, ladder 0.3787
Threshold a = ln 4: 1.386; R/Z0: 2.773
a=1.3: jump 0.545, delay/flight 1.000
a=1.5: jump 0.447, delay/flight 1.113
NARROW WIRE 50 nm x 100 nm
Resistivity: 4.0 uOhm cm; length 200 um
Resistance per length: 8.00 Ohm/um; R 1600 Ohm
k=4.0: c' 0.2523 fF/um, C 50.46 fF, Z0 26.44 Ohm
k=4.0: RC 80.73 ps, a 30.25, jump 1.5e-13
k=4.0: delay 30.58 ps, flight 1.334 ps, ratio 22.9
k=2.5: c' 0.1577 fF/um, C 31.54 fF, Z0 33.45 Ohm
k=2.5: RC 50.46 ps, a 23.92, jump 8.2e-11
k=2.5: delay 19.11 ps, flight 1.055 ps, ratio 18.1
Delay ratio low/high k: 0.6250
Exponent of k, narrow: 0.9999
k=2.5, doubled length: 76.44 ps, ratio 4.000
k=2.5 threshold length: 11.59 um, flight 0.0611 ps
WIDE WIRE 5 um x 10 um
Resistivity: 1.7 uOhm cm; length 10 mm
R 3.40 Ohm; k=2.5: Z0 33.45 Ohm, a 0.0508
k=2.5: 0.379 RC would be 2.03 ps
k=4.0: delay 66.71 ps, flight 66.71 ps
k=2.5: delay 52.74 ps, flight 52.74 ps
Delay ratio low/high k: 0.7906
Exponent of k, wide: 0.5000
NARROW WIRE, driver 200 Ohm, load 2 fF
Delay k=4: 40.79 ps; k=2.5: 26.50 ps; ratio 0.6497
REPEATERS, unit 10 kOhm, 0.1 fF
k=4.0: mean delay 179.7 ps/mm, size 56.2, spacing 44.5 um
k=2.5: mean delay 142.1 ps/mm, size 44.4, spacing 56.3 um
Exponent of k, repeated: 0.5000
k=2.5 light in dielectric: 5.27 ps/mm
NEGLECTED EFFECTS, narrow wire, k=2.5 unless stated
Inductance x10: delay 19.13 ps
Return adds half of R: delay 28.67 ps
80 K hotter at 0.003 per K: delay 23.70 ps
Neighbours switch oppositely: C times 1.723
10 nm layers of k=5: k_eff 4.149 (k=4), 2.831 (k=2.5), ratio 0.6823
Skin depth at 10 GHz: narrow 1.01 um, wide 0.66 um
Wide wire a with skin effect at 10 GHz: 0.129
ALL CHECKS PASSED
```
